# The Huang-Rhys factor of equal-frequency displaced wells, derived twice: a numerical check

```python
"""
Result under test: for two harmonic wells of equal angular frequency w whose
minima are a mass-weighted distance dQ apart, the Huang-Rhys factor
    S = (relaxation energy)/(hbar w) = w dQ^2 / (2 hbar).
Symbols: dQ^2 = sum over atoms of mass * displacement^2,
P_n = squared overlap of the initial ground state with final level n.
Units inside the program: eV, angstrom (A), atomic mass unit (u).
With phonon energy e = hbar w, the formula reads S = e dQ^2 / (2 hbar^2).
The wells are diagonalized on a grid, independently of ladder operators.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

# hbar^2 in eV u A^2
HBAR2 = const.hbar**2 / (const.atomic_mass * const.angstrom**2 * const.e)
N_LEVELS = 60


def huang_rhys(phonon, dq_squared):
    return phonon * dq_squared / (2 * HBAR2)


def grid_wells(phonon_i, phonon_f, dq):
    """Grid points and lowest eigenvectors of the initial and final wells."""
    length = np.sqrt(HBAR2 / min(phonon_i, phonon_f))
    step = 0.14 * length
    q = np.arange(-16 * length, dq + 16 * length, step)
    diff = np.subtract.outer(np.arange(q.size), np.arange(q.size))
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    kinetic = kinetic * HBAR2 / (2 * step**2)
    vectors = []
    for phonon, centre in ((phonon_i, 0.0), (phonon_f, dq)):
        potential = 0.5 * phonon**2 / HBAR2 * (q - centre)**2
        energy, states = np.linalg.eigh(kinetic + np.diag(potential))
        assert np.allclose(energy[:10], phonon * (np.arange(10) + 0.5),
                           rtol=1e-7, atol=0)
        vectors.append(states[:, :N_LEVELS])
    return q, vectors[0], vectors[1]


levels = np.arange(N_LEVELS)


def mean_final_number(phonon_i, phonon_f, dq, m=0):
    """Mean final-well phonon number after a vertical transition from m."""
    _, initial, final = grid_wells(phonon_i, phonon_f, dq)
    prob = (final.T @ initial[:, m])**2
    assert abs(prob.sum() - 1) < 1e-8
    return levels @ prob


# --- Model defect: central atom 0 and four tetrahedral neighbours 1..4 ---
mass_centre, mass_neighbour = 30.0, 70.0           # u
k_centre, k_pair, k_tether = 2.0, 0.5, 3.0         # eV/A^2
outward = 0.1                                      # A
directions = np.array([[1, 1, 1], [1, -1, -1],
                       [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
positions = np.vstack([np.zeros(3), directions])   # only directions matter
hessian = np.zeros((15, 15))
for a in range(5):
    for b in range(a + 1, 5):
        bond = positions[b] - positions[a]
        bond = bond / np.linalg.norm(bond)
        block = (k_centre if a == 0 else k_pair) * np.outer(bond, bond)
        sa, sb = slice(3 * a, 3 * a + 3), slice(3 * b, 3 * b + 3)
        hessian[sa, sa] += block
        hessian[sb, sb] += block
        hessian[sa, sb] -= block
        hessian[sb, sa] -= block
hessian[3:, 3:] += k_tether * np.eye(12)

masses = np.repeat([mass_centre] + [mass_neighbour] * 4, 3)
displacement = np.concatenate([np.zeros(3), outward * directions.ravel()])
dynamical = hessian / np.sqrt(np.outer(masses, masses))
omega_squared, modes = np.linalg.eigh(dynamical)
dq_vector = np.sqrt(masses) * displacement
dq = np.linalg.norm(dq_vector)
projections = np.abs(modes.T @ dq_vector)
breathing = np.argmax(projections)
mode_share = projections[breathing]**2 / dq**2
assert abs(mode_share - 1) < 1e-10                 # one normal mode only
phonon = np.sqrt(HBAR2 * omega_squared[breathing])
k_effective = k_centre + 4 * k_pair + k_tether     # breathing, per neighbour
assert np.isclose(phonon, np.sqrt(HBAR2 * k_effective / mass_neighbour))

# Relaxation energy from Cartesian springs against the derived formula
relaxation = 0.5 * displacement @ hessian @ displacement
S = huang_rhys(phonon, dq**2)
assert np.isclose(relaxation / phonon, S, rtol=1e-10)

# The same factor in Hartree atomic units
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
phonon_au = phonon / hartree_ev
dq_au = dq * np.sqrt(const.atomic_mass / const.m_e) * const.angstrom / bohr
S_au = 0.5 * phonon_au * dq_au**2
assert np.isclose(S_au, S, rtol=1e-7)

# --- Overlaps from grid diagonalization against the Poisson law ---
q, initial, final = grid_wells(phonon, phonon, dq)
prob = (final.T @ initial[:, 0])**2
poisson = np.exp(-S + levels * np.log(S) - gammaln(levels + 1))
assert np.allclose(prob, poisson, rtol=0, atol=1e-8)
mean = levels @ prob
variance = levels**2 @ prob - mean**2
assert abs(mean - S) < 1e-6 and abs(variance - S) < 1e-5

# --- Mean phonon gain from excited initial levels ---
gains = [levels @ (final.T @ initial[:, m])**2 - m for m in range(6)]
assert np.allclose(gains, S, rtol=0, atol=1e-6)

# --- Squared matrix elements of Q that enter the capture rate ---
q_element = (final.T @ (q * initial[:, 0]))**2
q_formula = (dq / 2)**2 * (1 - levels / S)**2 * poisson
assert np.allclose(q_element, q_formula, rtol=0, atol=1e-8)

# --- Unequal frequencies: the simple formula needs a correction ---
phonon_stiff = 1.5 * phonon
mean_stiff = mean_final_number(phonon, phonon_stiff, dq)
S_stiff = huang_rhys(phonon_stiff, dq**2)
squeeze = (phonon_stiff - phonon)**2 / (4 * phonon * phonon_stiff)
assert abs(mean_stiff - S_stiff - squeeze) < 1e-6
assert mean_stiff - S_stiff > 0.01

# --- Two modes sharing the same total displacement equally ---
two_phonons = np.array([0.012, 0.030])             # eV
two_dq2 = np.array([0.5, 0.5]) * dq**2
two_means = np.array([mean_final_number(e, e, np.sqrt(d2))
                      for e, d2 in zip(two_phonons, two_dq2)])
assert np.allclose(two_means, huang_rhys(two_phonons, two_dq2), atol=1e-6)
phonon_eff = np.sqrt(two_phonons**2 @ two_dq2 / dq**2)
S_eff = huang_rhys(phonon_eff, dq**2)
two_relaxation = two_phonons @ two_means
assert np.isclose(S_eff * phonon_eff, two_relaxation, rtol=1e-6)
assert S_eff > two_means.sum() + 0.1

print("MODEL DEFECT")
print(f"mass of central atom: {mass_centre:.0f} u")
print(f"mass of each neighbour: {mass_neighbour:.0f} u")
print(f"centre-neighbour spring: {k_centre:.1f} eV/A^2")
print(f"neighbour-neighbour spring: {k_pair:.1f} eV/A^2")
print(f"neighbour-lattice tether: {k_tether:.1f} eV/A^2")
print(f"effective breathing spring per neighbour: {k_effective:.1f} eV/A^2")
print(f"outward displacement of each neighbour: {outward:.2f} A")
print(f"hbar^2: {HBAR2:.7f} eV u A^2")
print(f"share of dQ^2 in the breathing mode: {mode_share:.6f}")
print(f"dQ^2: {dq**2:.4f} u A^2")
print(f"dQ: {dq:.4f} u^(1/2) A")
print(f"phonon energy: {1000 * phonon:.3f} meV")
print(f"relaxation energy: {1000 * relaxation:.2f} meV")
print(f"Huang-Rhys factor S from formula: {S:.4f}")
print(f"relaxation energy / phonon energy: {relaxation / phonon:.4f}")
print(f"phonon energy in atomic units: {phonon_au:.6e} hartree")
print(f"dQ in atomic units: {dq_au:.3f} m_e^(1/2) bohr")
print(f"S from atomic units: {S_au:.4f}")
print("GRID DIAGONALIZATION")
print(f"mean phonon number: {mean:.4f}")
print(f"variance of phonon number: {variance:.4f}")
print(f"largest |P_n - Poisson|: {np.max(np.abs(prob - poisson)):.1e}")
for m in (1, 5):
    print(f"mean phonon gain from initial level {m}: {gains[m]:.4f}")
print("n, P_n, squared matrix element of Q in u A^2")
for n in range(0, 15):
    print(f"{n:2d}  {prob[n]:.5f}  {q_element[n]:.5f}")
print("UNEQUAL FREQUENCIES")
print(f"final phonon energy: {1000 * phonon_stiff:.3f} meV")
print(f"final-well w dQ^2/(2 hbar): {S_stiff:.4f}")
print(f"frequency-mismatch term: {squeeze:.4f}")
print(f"mean final phonon number from grid: {mean_stiff:.4f}")
print("TWO MODES, EQUAL SHARES OF dQ^2")
for e, s_k in zip(two_phonons, two_means):
    print(f"mode of {1000 * e:.0f} meV, mean phonon number: {s_k:.4f}")
print(f"total S: {two_means.sum():.4f}")
print(f"total relaxation energy: {1000 * two_relaxation:.2f} meV")
print(f"effective phonon energy: {1000 * phonon_eff:.3f} meV")
print(f"S of the single effective mode: {S_eff:.4f}")
print("checks complete")
```

Printed output:

```
MODEL DEFECT
mass of central atom: 30 u
mass of each neighbour: 70 u
centre-neighbour spring: 2.0 eV/A^2
neighbour-neighbour spring: 0.5 eV/A^2
neighbour-lattice tether: 3.0 eV/A^2
effective breathing spring per neighbour: 7.0 eV/A^2
outward displacement of each neighbour: 0.10 A
hbar^2: 0.0041802 eV u A^2
share of dQ^2 in the breathing mode: 1.000000
dQ^2: 2.8000 u A^2
dQ: 1.6733 u^(1/2) A
phonon energy: 20.445 meV
relaxation energy: 140.00 meV
Huang-Rhys factor S from formula: 6.8475
relaxation energy / phonon energy: 6.8475
phonon energy in atomic units: 7.513560e-04 hartree
dQ in atomic units: 135.008 m_e^(1/2) bohr
S from atomic units: 6.8475
GRID DIAGONALIZATION
mean phonon number: 6.8475
variance of phonon number: 6.8475
largest |P_n - Poisson|: 4.1e-15
mean phonon gain from initial level 1: 6.8475
mean phonon gain from initial level 5: 6.8475
n, P_n, squared matrix element of Q in u A^2
 0  0.00106  0.00074
 1  0.00727  0.00371
 2  0.02490  0.00874
 3  0.05683  0.01256
 4  0.09729  0.01178
 5  0.13324  0.00679
 6  0.15206  0.00163
 7  0.14875  0.00005
 8  0.12732  0.00252
 9  0.09687  0.00670
10  0.06633  0.00984
11  0.04129  0.01063
12  0.02356  0.00934
13  0.01241  0.00701
14  0.00607  0.00464
UNEQUAL FREQUENCIES
final phonon energy: 30.668 meV
final-well w dQ^2/(2 hbar): 10.2712
frequency-mismatch term: 0.0417
mean final phonon number from grid: 10.3129
TWO MODES, EQUAL SHARES OF dQ^2
mode of 12 meV, mean phonon number: 2.0095
mode of 30 meV, mean phonon number: 5.0237
total S: 7.0332
total relaxation energy: 174.83 meV
effective phonon energy: 22.847 meV
S of the single effective mode: 7.6519
checks complete
```
